# Does falling mobility in shorter high-k transistors prove extra defects?

**Question**

I have n-channel silicon transistors with the same high-k gate stack and different gate lengths. From the drain conductance at small drain bias I extract a mobility, after subtracting the series resistance. It falls as the gate gets shorter. I have been adding scattering rates by Matthiessen's rule and assigning the missing mobility to additional defects, perhaps near the source and drain edges. Is that inference sound? Could the mobility fall even if an electron's mean free path were the same in every device?

**Answer**

The inference is not sound without one more comparison. The extracted mobility can fall at a fixed mean free path, because the extraction assumes a resistance proportional to length, and a short channel has a resistance that does not vanish with its length. Extra defects may still be present, so the ballistic part has to be calculated before anything is assigned to them.

**What is being extracted**

Let $I$ be the drain current, $V$ the small voltage across the channel, $W$ and $L$ its width and length, and $n_s$ the electron density per area. The apparent mobility is defined by

$$\mu_{\rm app}=\frac{I}{V}\,\frac{L}{W q n_s}. \tag{1}$$

Here $q>0$ is the elementary charge, and currents are counted positive in the direction of electron flow from source to drain. I take one parabolic, isotropic subband of mass $m$ and valley degeneracy $g_v$, reservoirs that absorb every arriving electron, and the same $n_s$ and temperature $T_0$ at every length. Write $kT$ for the thermal energy $k_BT_0$, and $\mathcal T$ for the probability that an injected electron crosses the channel.

**The current without collisions**

Counting two spins and $g_v$ valleys,

$$n_s=\frac{2g_v}{4\pi^2}\int d^2k\,f=\frac{g_v}{\pi}\int_0^\infty k\,dk\,f .$$

Since $E=\hbar^2k^2/2m$, we have $k\,dk=m\,dE/\hbar^2$. With $x=E/kT$, and with $\eta$ the Fermi level above the subband edge divided by $kT$,

$$n_s=N_{2D}F_0(\eta),\qquad N_{2D}=\frac{g_v m kT}{\pi\hbar^2},\qquad F_0(\eta)=\ln(1+e^\eta).$$

The Fermi integrals used here are

$$F_j(\eta)=\frac{1}{\Gamma(j+1)}\int_0^\infty\frac{x^j\,dx}{1+e^{x-\eta}} .$$

Next comes the flux $J^+$ of electrons moving towards the drain, per unit width. At speed $v$ their velocity component along the channel is $v\cos\theta$. Only the forward half of the circle contributes, so the angular factor is

$$\frac{1}{2\pi}\int_{-\pi/2}^{\pi/2}\cos\theta\,d\theta=\frac1\pi .$$

Using $v=\sqrt{2kT/m}\,\sqrt{x}$ and $\Gamma(3/2)=\sqrt\pi/2$,

$$J^+=\frac{N_{2D}}{\pi}\sqrt{\frac{2kT}{m}}\;\frac{\sqrt\pi}{2}F_{1/2}(\eta)=\frac{N_{2D}}{2}\,v_T F_{1/2}(\eta),\qquad v_T=\sqrt{\frac{2kT}{\pi m}} .$$

A small voltage raises the source Fermi level by $qV/2$ and lowers that of the drain by the same amount. To first order this leaves the mean density unchanged. The two injected fluxes no longer cancel:

$$\frac IW=q\mathcal T\left[J^+\!\left(\eta+\frac{qV}{2kT}\right)-J^+\!\left(\eta-\frac{qV}{2kT}\right)\right]\simeq q\mathcal T\,\frac{qV}{kT}\,\frac{dJ^+}{d\eta}.$$

Integration by parts gives $dF_{1/2}/d\eta=F_{-1/2}$. Inserting this and $n_s=N_{2D}F_0$ into (1) yields

$$\mu_{\rm app}=\mathcal T\,B\,L,\qquad B=\frac{q v_T}{2kT}\,\frac{F_{-1/2}(\eta)}{F_0(\eta)} . \tag{2}$$

With no collisions $\mathcal T=1$, and the ballistic mobility is

$$\mu_B=BL .$$

The ballistic conductance itself does not depend on $L$. It is finite because the reservoirs inject a finite flux. The factor $L$ enters through definition (1), which multiplies a length-independent conductance by the length.

**Adding a fixed mean free path**

Let $\lambda$ be the mean free path for backscattering: in a thin slice $dx$, a fraction $dx/\lambda$ of each directed flux is turned round. I take $\lambda$ independent of energy, with quasi-elastic and incoherent scattering. For electrons injected from the source, the forward flux loses $J^+dx/\lambda$ and gains $J^-dx/\lambda$. The backward flux obeys the same balance along $-x$. Written along $+x$, both equations become

$$\frac{dJ^+}{dx}=\frac{dJ^-}{dx}=-\frac{J^+-J^-}{\lambda}. \tag{3}$$

Subtracting them shows that the net flux $J=J^+-J^-$ is constant, so $J^+(L)=J^+(0)-JL/\lambda$. The drain absorbs what arrives and, in this part of the problem, injects nothing. Hence $J^-(L)=0$ and $J^+(L)=J$. Therefore

$$J^+(0)=J\left(1+\frac L\lambda\right),\qquad \mathcal T=\frac{J}{J^+(0)}=\frac{\lambda}{\lambda+L}.$$

Injection from the drain has the same transmission by symmetry. Equation (2) becomes

$$\mu_{\rm app}=B\,\frac{\lambda L}{\lambda+L}.$$

For $L\gg\lambda$ this tends to the long-channel mobility $\mu_0=B\lambda$. Taking the reciprocal,

$$\frac1{\mu_{\rm app}}=\frac{1}{B\lambda}+\frac1{BL}=\frac1{\mu_0}+\frac1{\mu_B}. \tag{4}$$

This looks like Matthiessen's rule, but the second term contains no scattering inside the channel. Equivalently, $\mu_{\rm app}=\mu_0L/(L+\lambda)$. The mobility is halved at $L=\lambda$, and it comes within 10% of $\mu_0$ only for $L\ge 9\lambda$. In the opposite limit, $L\ll\lambda$, it is close to $BL$ and says almost nothing about defects.

The length $\lambda$ is not the distance $v\tau$ between collisions. For isotropic scattering in two dimensions, the diffusive conductivity at one energy carries the factor $v^2\tau/2$, and the ballistic conductance carries $v/\pi$. Their ratio must be $\lambda$ if both descriptions are to agree in a long channel:

$$\frac{v^2\tau}{2}=\lambda\frac v\pi\quad\Rightarrow\quad\lambda=\frac\pi2\,v\tau .$$

**What the defect interpretation does to this result**

Suppose the whole difference $1/\mu_{\rm app}-1/\mu_0$ is converted into a scattering rate. By (4) the result is

$$\Gamma_{\rm false}=\frac{q}{m\mu_B}=\frac{q}{mBL}.$$

At low density $F_{-1/2}/F_0\to1$. Since $v_T^2=2kT/(\pi m)$,

$$\Gamma_{\rm false}\to\frac{2kT}{m v_TL}=\frac{\pi v_T}{L}.$$

At high density $F_{-1/2}\to2\sqrt{\eta/\pi}$ and $F_0\to\eta$. With $\eta kT=mv_F^2/2$, where $v_F$ is the Fermi speed, $B\to2q/(\pi m v_F)$ and

$$\Gamma_{\rm false}\to\frac{\pi v_F}{2L}.$$

Both limits are a carrier speed divided by the channel length, times a number. The supposed defect rate measures the limited stay between reservoirs, and it grows as $1/L$ with no defect added.

**Numbers for a 20 nm channel**

Take $T_0=300$ K, $n_s=5\times10^{12}$ cm$^{-2}$, $m=0.19\,m_e$, $g_v=2$ and $\lambda=12$ nm. Then $kT=25.85$ meV and $N_{2D}=4.104\times10^{12}$ cm$^{-2}$. Inverting $F_0$ gives

$$\eta=\ln\!\left(e^{5.00/4.104}-1\right)=0.868 .$$

The injection velocity is $v_T=1.234\times10^7$ cm/s. Without degeneracy the ballistic slope would be

$$\frac{v_T}{2(kT/q)}=\frac{1.234\times10^7\ \text{cm/s}}{2(0.02585\ \text{V})}=23.87\ \text{cm}^2/\text{Vs per nm}.$$

The degeneracy factor 0.7947 reduces it to $B=18.97$ cm$^2$/Vs per nm. Thus $\mu_0=18.97\times12=228$ cm$^2$/Vs. At 20 nm,

$$\mathcal T=\frac{12}{12+20}=0.375,\qquad\mu_B=18.97\times20=379,\qquad\mu_{\rm app}=0.375\times379=142\ \text{cm}^2/\text{Vs}.$$

With density, temperature and $\lambda$ held fixed, the other lengths give:

| $L$ (nm) | $\mu_B$ (cm²/Vs) | $\mu_{\rm app}$ (cm²/Vs) |
|---:|---:|---:|
| 1000 | 18972 | 225 |
| 300 | 5692 | 219 |
| 100 | 1897 | 203 |
| 50 | 949 | 184 |
| 30 | 569 | 163 |
| 20 | 379 | 142 |

The apparent mobility falls by 37% from the longest to the shortest device. Read as defect scattering, the 20 nm value would require an extra rate of 24.4 ps$^{-1}$, on top of the rate $q/(m\mu_0)=40.7$ ps$^{-1}$ that describes the long channel. Their ratio is $\lambda/L=0.60$, as (4) requires. None of the extra 24.4 ps$^{-1}$ comes from defects in this calculation.

The fall was also computed without using the formula for $\mathcal T$. Injected fluxes were integrated over wave vectors at a bias of 0.1 mV, and the channel was replaced by 20,000 thin reflectors, each with reflection probability $L/(20{,}000\lambda)$. This gave 142.3 cm$^2$/Vs at 20 nm, the same as the formula to the printed digits, and 224.0 against 225.0 at 1000 nm. The latter difference, about 0.4%, is of the size of the reflection probability per slice, 0.0042, which is the expected discretization error.

**How to look for real extra scattering**

Write (4) as a resistance:

$$RW=\frac{L}{q n_s\mu_{\rm app}}=R_B\left(1+\frac L\lambda\right),\qquad R_B=\frac1{q n_sB}. \tag{5}$$

In the example $R_B=65.8\ \Omega\,\mu$m. The derivative of $RW$ with respect to $L$ is $R_B/\lambda=1/(q n_s\mu_0)$, so resistance differences between devices recover the long-channel mobility.

That derivative does not detect every defect, however. If $\lambda$ depends on position, integrating (3) gives

$$\frac1{\mathcal T}=1+\int_0^L\frac{dx}{\lambda(x)}. \tag{6}$$

Suppose 5 nm at each end is damaged and has $\lambda_d=6$ nm, while the rest keeps 12 nm. For $L\ge10$ nm,

$$\frac1{\mathcal T}=1+10\left(\frac16-\frac1{12}\right)+\frac L{12}=1.833+\frac L{12},$$

with lengths in nm. This damage is real, yet it too adds a constant resistance. A plot of $1/\mu_{\rm app}$ against $1/L$ remains straight, with the same intercept $1/\mu_0$. The difference lies in the slope, which is 1.833 times the ballistic value $1/B$. At 20 nm the mobility drops to $379.4/(1.833+1.667)=108$ cm$^2$/Vs, instead of 142.

So a straight line cannot decide between the two causes. Calculate $R_B$ from the density, temperature and band structure, and then solve (5) for each device:

$$\frac1{\lambda_{\rm eff}(L)}=\frac1L\left(\frac{RW}{R_B}-1\right).$$

Within this model, a constant $\lambda_{\rm eff}$ means that the fall needs no additional scattering in the short devices. In the damaged example, $RW/R_B=3.5$ at 20 nm, so $\lambda_{\rm eff}=20/2.5=8$ nm, clearly below the 12 nm approached in long channels. A small fall is not proof of damage: without any damage, the angular and energy-dependence corrections listed below each lower $\lambda_{\rm eff}$ at 20 nm, to about 11.7 and 11.5 nm respectively, and to about 11.2 nm together.

Series resistance must be removed accurately first, because it also adds a constant. It should not be taken from the total resistance extrapolated to zero gate length at the same density. That intercept already contains $R_B$, and subtracting it would remove the ballistic fall in mobility along with the series resistance. Leaving in a total of 150 $\Omega\,\mu$m, a rough illustrative value, would lower the apparent mobility at 20 nm from 142 to 77 cm$^2$/Vs. Even an error of 10 $\Omega\,\mu$m is 15% of $R_B$. If too little is subtracted, the remainder looks like weak end damage; if too much is subtracted, damage that adds a similar resistance is hidden. For comparison, the damaged ends above add $0.833R_B\approx55\ \Omega\,\mu$m.

**How far the simple model can be trusted**

The example is meant to resemble electrons on a (100) silicon surface under a high-k stack in strong inversion. Its density and its long-channel mobility of roughly 200 cm$^2$/Vs are rough typical values, not a fit to a device. Real inversion layers break the single-subband assumption. In a triangular well with a field of 0.5 MV/cm, the lowest subband holds about 70% of the electrons, and including the other subbands raises $B$ by about 5% for a channel along ⟨110⟩, or about 3% along ⟨100⟩. These figures depend on the shape of the well: a self-consistent Hartree well at the same density, with the depletion density of $7\times10^{11}$ cm$^{-2}$ that this average field implies, holds only about 58% in the lowest subband and raises $B$ by about 6% and 4%. If all subbands share the same $\lambda$, this scales every mobility in the table by the same factor and leaves the relative fall unchanged.

The other corrections, each estimated separately, are:

- **Angles.** Equation (3) replaces all directions by two streams. Solving the two-dimensional Boltzmann equation with isotropic scattering gives 140 instead of 142 cm$^2$/Vs at 20 nm. The resistance difference between 20 and 50 nm still returns 228 cm$^2$/Vs.
- **Energy dependence.** If $\tau$, rather than $\lambda$, is constant in energy, at the same $\mu_0$, the 20 nm mobility falls by a further 2.6%.
- **Nonparabolic band.** A rough parameter of 0.5 eV$^{-1}$ lowers $B$ by 1.3% at fixed density if only the in-plane kinetic energy is counted, and by about 2.3% when the confinement energy in the 0.5 MV/cm well is included.
- **Drain bias.** At 50 mV and fixed total density, the ballistic current is 6% below its linear extrapolation. A smaller bias is preferable.
- **Tunnelling.** For a parabolic barrier 0.1 eV high and 20 nm wide at its base, the transmission formula for an unbounded inverted parabola raises the nondegenerate thermal current by about 5%, with quantum reflection included. Ending the barrier at its base makes the rise about 6%. These figures show the scale for a nondegenerate channel and are not corrections to the degenerate example above.
- **Temperature.** At 358 K and the same density, $B$ falls from 18.97 to 17.97 cm$^2$/Vs per nm, so $R_B$ must be calculated at the measurement temperature.

There is also a limit to the semiclassical picture itself. The long-channel scattering rate of 40.7 ps$^{-1}$, multiplied by $\hbar$, is about 27 meV, as large as $kT$. The wavelength of an electron with $E=kT$ is about 17.5 nm, close to the shortest channel length. Treating electrons as particles of well-defined energy between collisions is therefore only approximate in this example, and the resulting error is not estimated here.

The estimated field in an SiO$_2$ interlayer is 2.7 MV/cm, below its rough breakdown scale of 10 MV/cm. Gate leakage is not modelled. Nor is a change of $n_s$ with gate length, which matters directly: by (1), overestimating $n_s$ by 10% in the short device lowers its extracted mobility by 9%, with no change in transport at all. Measure or calculate the density for each length before interpreting what remains.

The numerical output below gives the values to more digits than these approximations justify for a real transistor.

## Numbers as computed

```
temperature 300 K; density 5.00e+12 cm^-2
mass 0.19 m_e; valleys 2; mean free path 12.0 nm
thermal energy kT 25.85 meV
density of states N_2D 4.104e+12 cm^-2
reduced Fermi level eta 0.8679
thermal injection velocity v_T 1.234e+07 cm/s
degeneracy factor F_-1/2/F_0 0.7947
mu_B/L nondegenerate 23.87 cm2/Vs per nm
mu_B/L with degeneracy 18.97 cm2/Vs per nm
long-channel mobility mu_0 227.7 cm2/Vs
L nm | T | mu_B | mu_app formula | mu_app direct (cm2/Vs)
1000 | 0.0119 | 18971.8 | 225.0 | 224.0
300 | 0.0385 | 5691.5 | 218.9 | 218.6
100 | 0.1071 | 1897.2 | 203.3 | 203.2
50 | 0.1935 | 948.6 | 183.6 | 183.6
30 | 0.2857 | 569.2 | 162.6 | 162.6
20 | 0.3750 | 379.4 | 142.3 | 142.3
false defect rate at 20 nm 24.40 ps^-1
same, nondegenerate pi*v_T/L 19.39 ps^-1
true rate q/(m mu_0) 40.66 ps^-1
ballistic resistance x width 65.8 ohm um
damaged ends: 5 nm each, path 6 nm
damaged ends: 1/L slope ratio to ballistic 1.833
damaged ends: mu_app at 20 nm 108.4 cm2/Vs
2D Boltzmann: mobility from dR/dL, 20-50 nm 227.7 cm2/Vs
2D Boltzmann: mu_app at 20 nm 140.1 cm2/Vs
largest angular shift -2.19 % at L/lambda 0.58
constant-tau shift at 20 nm -2.63 %
well field 0.50 MV/cm; lowest subband share 70.0 %
first fourfold level above lowest 75.8 meV
multisubband mu_B/L 19.91 cm2/Vs per nm
multisubband shift of mu_B/L 4.9 %
nonparabolic shift (0.5 /eV) of mu_B/L -1.28 %
ballistic current shift at 50 mV -5.97 %
tunnelling shift, 0.1 eV barrier, 20 nm 5.18 %
series resistance x width 150 ohm um
uncorrected mu_app at 20 nm 76.7 cm2/Vs
mu_B/L at 358 K 17.97 cm2/Vs per nm
depletion density 7.33e+11 cm^-2
SiO2 interlayer field 2.66 MV/cm
```
